Does an exciton always weigh the sum of its band masses?

**The argument under review**

The manuscript treats an exciton on a one-dimensional chain. An electron hops between neighbouring sites with amplitude t_e, a hole with amplitude t_h, and the two attract each other when they sit on the same site. To find how the exciton energy rises with its total wavevector Q, the authors reason as follows:

"The attraction depends only on the separation of the two particles. It is an internal force, so the total momentum is conserved and the centre of mass moves freely. The exciton mass is therefore M = m_e + m_h, with the masses taken from the band edges. Tighter binding changes the size of the exciton but not its mass."

With lattice constant a = 0.5 nm, t_e = 0.5 eV and t_h = 0.25 eV they obtain 0.914 electron masses, and they use this value for every strength of the attraction. The first sentence of the argument is correct, and so is the conservation law in the second, which on the chain means that the total wavevector Q is conserved modulo 2π/a. The words "moves freely" are correct only in this sense; whether the centre of mass also separates from the internal motion depends on the shape of the bands. The question is whether the mass formula follows from the conservation of Q.

**What momentum conservation gives**

Let ε_e(k) be the electron energy measured up from the conduction-band minimum, and ε_h(k) the hole energy measured down from the valence-band maximum. Both are even in k with their minimum, zero, at k = 0. Pair energies are then measured from the band gap. The attraction V(r) is static and even in r = r_e − r_h. Electron-hole exchange, Bloch-overlap factors, dynamical screening and phonons are left out, as in the manuscript.

Since V depends on r alone, Q = k_e + k_h is conserved. Share it between the particles with two weights whose sum is one:

k_e = αQ + k, k_h = βQ − k, α + β = 1.

Because ε_h is even, the Hamiltonian for the relative motion at fixed Q is

H(Q) = ε_e(k + αQ) + ε_h(k − βQ) + V(r).

The choice of α is a convention. The pair wavefunction is exp[iQ(αr_e + βr_h)] φ(r), and replacing α by α′ multiplies φ by exp[i(α − α′)Qr]. This phase depends on r alone, so it commutes with V, and the energies E(Q) stay the same.

Conservation of Q thus gives a separate relative problem for each Q. It does not say that these problems differ by a constant. For parabolic bands they do:

ħ²(k + αQ)²/2m_e + ħ²(k − βQ)²/2m_h
= ħ²k²/2μ + ħ²kQ(α/m_e − β/m_h) + (ħ²Q²/2)(α²/m_e + β²/m_h),

with 1/μ = 1/m_e + 1/m_h. Write M₀ = m_e + m_h and choose α = m_e/M₀, β = m_h/M₀. The cross term vanishes, because α/m_e = β/m_h = 1/M₀. The last bracket becomes (m_e + m_h)/M₀² = 1/M₀. Hence E(Q) = E(0) + ħ²Q²/2M₀ for any V(r), and the authors' conclusion holds at any binding strength.

The step used the quadratic form of both bands. A cosine band is not quadratic, and then the relative Hamiltonian itself changes with Q.

**The mass for general bands**

Define M by E(Q) ≈ E₀ + ħ²Q²/2M at small Q, for a nondegenerate, even, bound ground state |0⟩ of H(0). Expanding H(Q) to second order gives

H(Q) = H(0) + Q w(k) + (Q²/2) c(k) + …,

w = αε_e′ − βε_h′, c = α²ε_e″ + β²ε_h″.

Primes are derivatives with respect to k. The minus sign in w comes from the argument k − βQ; it disappears in c, where β is squared. The slopes are odd in k and the ground state is even, so ⟨w⟩ = 0 and no term linear in Q appears. Perturbation theory to order Q² takes c in first order and w in second:

E(Q) = E₀ + (Q²/2)⟨c⟩ − Q² Σₙ |⟨n|w|0⟩|²/(Eₙ − E₀).

The sum runs over all excited states of H(0), including the unbound pairs. Comparison with the definition of M gives

ħ²/M = α²⟨ε_e″⟩ + β²⟨ε_h″⟩ − 2 Σₙ |⟨n|αε_e′ − βε_h′|0⟩|²/(Eₙ − E₀).

The averages are taken over the envelope |φ₀(k)|². A bound pair of small radius contains a wide range of k, so its response to Q involves the curvature over that whole range and not just at the band edge. The subtracted sum describes the adjustment of the internal state when the pair is set in motion.

**Averaged masses are a bound**

The authors might repair their formula by replacing each band mass with an averaged one, m̄_i = ħ²/⟨ε_i″⟩. The result above shows what this achieves. Let A = ⟨ε_e″⟩ and B = ⟨ε_h″⟩, and suppose that A, B and M are positive. For the ground state every denominator Eₙ − E₀ is positive, so dropping the sum can only raise the right-hand side:

ħ²/M ≤ α²A + (1 − α)²B for every α.

The tightest bound follows from setting the derivative 2αA − 2(1 − α)B to zero, which gives α = B/(A + B). Inserting it,

ħ²/M ≤ (AB² + BA²)/(A + B)² = AB/(A + B).

Taking reciprocals,

M ≥ ħ²/A + ħ²/B = m̄_e + m̄_h.

The repaired formula is therefore a lower bound. The sum vanishes for some α only if w(k)φ₀(k) = 0 for all k, since ⟨w⟩ is already zero. This means that the slopes of the two bands are proportional wherever the envelope is nonzero.

**The manuscript's own chain**

For nearest-neighbour hopping

ε_i = 2t_i(1 − cos ka), ε_i′ = 2t_i a sin ka, ε_i″ = 2t_i a² cos ka,

so m_i = ħ²/(2t_i a²). The slopes are proportional, and w vanishes when αt_e = βt_h. With W = t_e + t_h this means α = t_h/W and β = t_e/W. Only the curvature part remains:

ħ²/M = 2a²⟨cos ka⟩(t_h²t_e + t_e²t_h)/W² = (2a²t_e t_h/W)⟨cos ka⟩.

The sum of the band masses is M₀ = (ħ²/2a²)(1/t_e + 1/t_h) = ħ²W/(2a²t_e t_h). Therefore

M = M₀/⟨cos ka⟩

for any V(r) that binds. In real space ⟨cos ka⟩ = Σ φ₀(r)φ₀(r + a). This is positive, because the relative hopping amplitude −W is negative and the ground state can be chosen without sign changes. It is below one, because a bound state is not confined to k = 0. So M exceeds M₀.

The mass also cannot fall when an attraction of fixed shape is made stronger. Let H = K + λV, where K = 2W(1 − cos ka) is the relative kinetic energy, and take two strengths λ₂ > λ₁ > 0. Denote the averages in the two ground states by K₁, V₁ and K₂, V₂. Each ground state minimizes its own energy:

K₁ + λ₁V₁ ≤ K₂ + λ₁V₂,
K₂ + λ₂V₂ ≤ K₁ + λ₂V₁.

Adding these and cancelling K₁ + K₂ leaves (λ₂ − λ₁)(V₂ − V₁) ≤ 0, so V₂ ≤ V₁. The first line then gives K₂ − K₁ ≥ λ₁(V₁ − V₂) ≥ 0. A larger K means a smaller ⟨cos ka⟩ and hence a larger M. The binding energy grows too, since the second line reads E(λ₂) ≤ E(λ₁) + (λ₂ − λ₁)V₁, and V₁ is negative for an attraction.

For the on-site attraction −U the whole dispersion can be found. The Q-dependent hopping terms are

−2t_e cos(ka + αQa) − 2t_h cos(ka − βQa) = −2 Re[e^{ika}(t_e e^{iαQa} + t_h e^{−iβQa})].

The bracket multiplying e^{ika} has modulus T(Q), where

T² = t_e² + t_h² + 2t_e t_h cos Qa,

because the two phases differ by (α + β)Qa = Qa. Its own phase can be absorbed into φ(r), which leaves the on-site attraction unchanged. The relative motion is thus a chain with hopping −T, a constant 2W, and −U at r = 0. Try φ = x^|n| with r = na and 0 < x < 1, and write E = 2W + η. The equations away from the origin and at the origin are

η = −T(x + 1/x), η = −U − 2Tx.

Equating them gives U = T(1/x − x). Then

η² = T²(x + 1/x)² = T²[(1/x − x)² + 4] = U² + 4T².

The first equation shows that η is negative, so

E(Q) = 2W − √(U² + 4T(Q)²).

At small Q, T² ≈ W² − t_e t_h a²Q². With S = √(U² + 4W²), expanding the root gives

E(Q) ≈ 2W − S + 2t_e t_h a²Q²/S, hence M = ħ²S/(4t_e t_h a²).

Dividing by M₀ gives M/M₀ = S/2W. The unbound pairs at Q = 0 start at zero energy, so the binding energy is E_b = S − 2W, and

M/(m_e + m_h) = 1 + E_b/[2(t_e + t_h)].

The correction is the binding energy compared with half the summed widths, 4t_e + 4t_h, of the two bands. The authors' formula is recovered when E_b is small on this scale.

For their parameters 2W = 1.5 eV. At U = 2 eV, S = √(4 + 2.25) = 2.5 eV, so E_b = 1.0 eV and M/M₀ = 2.5/1.5 = 1.667. The mass is 1.667 × 0.914 = 1.524 electron masses, where the manuscript has 0.914. Other strengths give:

U (eV) | E_b (eV) | M (electron masses) | M/M₀
0.5 | 0.081 | 0.964 | 1.054
1.0 | 0.303 | 1.099 | 1.202
2.0 | 1.000 | 1.524 | 1.667
4.0 | 2.772 | 2.604 | 2.848

The model presumes a band gap larger than E_b; otherwise excitons would form spontaneously.

The strong-binding limit shows why the pair becomes heavy. For U much larger than W, the root gives E(Q) ≈ 2W − U − 2T²/U, whose Q-dependent part is −(4t_e t_h/U) cos Qa. A tight pair moves by one site in two hops. After the first hop the particles are apart, at an energy higher by U; the second hop reunites them. Either particle may go first, and each order contributes −t_e t_h/U, so the pair hops with amplitude −2t_e t_h/U and has a bandwidth of 8t_e t_h/U. At U = 4 eV this estimate is 0.250 eV against 0.241 eV from the full dispersion. At U = 0.5 eV it gives 2.0 eV against 0.874 eV, well outside its range.

**When the slopes are not proportional**

The chain is a special case in that its second-order term can be removed. Add a second-neighbour hopping of 0.1 eV to the electron. Its band-edge curvature becomes (2 × 0.5 + 8 × 0.1)a² = 1.8a² eV, and its mass drops to 0.169, so M₀ = 0.169 + 0.610 = 0.779 electron masses. At U = 2 eV the two parts of the inverse mass, in units of 1/(electron mass), are:

α | curvature part | second-order part | difference
0 | 1.069 | 0.278 | 0.791
0.217 | 0.805 | 0.014 | 0.791
0.252 | 0.800 | 0.008 | 0.791
0.5 | 1.061 | 0.270 | 0.791
1 | 3.175 | 2.384 | 0.791

The second row uses α = m_e/M₀, the third the best bound. The difference is the same in every row, as it must be, and gives M = 1.264 electron masses, or 1.62 M₀. The division into two parts has no meaning of its own until α is stated. With α = 1/2 and the sum omitted, the mass would come out as 1/1.061 = 0.943, about 25% below M. The averaged masses, 0.315 and 0.936, add up to 1.251, about 1% below M. That closeness belongs to this example; the derivation guarantees only the direction of the error, and that only while A, B and M are positive.

**Must stronger binding make the exciton heavier?**

A revised manuscript should not replace one general rule by another. Consider weakly nonparabolic bands,

ε_i ≈ ħ²k²/2m_i − b_i k⁴, ε_i″ ≈ ħ²/m_i − 12b_i k².

With α = m_e/M₀ the linear parts of the slopes cancel in w. What remains is −4(αb_e − βb_h)k³, so the second-order sum is quadratic in the b_i. To first order in them

ħ²/M ≈ ħ²/M₀ − 12(α²b_e + β²b_h)⟨k²⟩,

M/M₀ ≈ 1 + 12M₀(α²b_e + β²b_h)⟨k²⟩/ħ².

To this order, which requires an envelope confined to small k, the sign of α²b_e + β²b_h decides the matter. If it is positive, the bands flatten on the weighted average and the exciton is heavier than M₀. If it is negative, the exciton is lighter. For the bands of the previous section in a shallow, wide Gaussian well, where ⟨(ka)²⟩ = 0.013, the formula gives an excess M/M₀ − 1 of 0.0087, in agreement with the value from E(Q) to within 1% of that excess.

A lighter exciton is easy to construct. Give both particles the same band, with first-neighbour hopping 0.4 eV and second-neighbour hopping −0.05 eV. Then

ε″ = a²(0.8 cos ka − 0.4 cos 2ka) eV ≈ 0.4a²[1 + (ka)²] eV near k = 0.

The curvature rises away from the minimum. For equal bands α = β = 1/2 makes w vanish, so ħ²/M = ⟨ε″⟩/2 and M/M₀ = ε″(0)/⟨ε″⟩. A Gaussian attraction −D exp(−r²/2a²) gives:

D (eV) | E_b (eV) | M/M₀
0.2 | 0.069 | 0.940
0.5 | 0.251 | 0.890
1.0 | 0.613 | 0.861
5.0 | 4.107 | 1.043
20 | 18.76 | 2.643

Over the first three rows the exciton becomes lighter as it binds more strongly. Later the trend reverses. An envelope squeezed onto one site covers the Brillouin zone evenly, and the zone average of ε″ is zero because ε′ is periodic. The averaged curvature therefore tends to zero and M grows without limit. The last rows illustrate this limit of the model and are not meant as realistic binding energies.

**Recommendation**

The mass M₀ may be kept where the bands are parabolic over the range of k that the exciton occupies. For the chain as posed it should be replaced by M₀{1 + E_b/[2(t_e + t_h)]}, and for other bands by the general formula with its second-order term.

The revision should also state where these results stop. The bound M ≥ m̄_e + m̄_h is for the ground state, since for an excited exciton some denominators Eₙ − E₀ are negative. It also presumes that M is positive, which band minima at k = 0 do not ensure: the second-order sum can exceed the curvature part, and Q = 0 is then a maximum of E(Q). For a strong on-site attraction the two-hop argument gives the pair an amplitude −2t_e,j t_h,j/U for a jump of j sites, so the curvature takes the sign of Σ j²t_e,j t_h,j. With electron hoppings 0.1 and 0.5 eV and hole hoppings 0.4 and −0.09 eV this sum is 0.04 − 0.18 eV², which is negative. Only the inequality for ħ²/M holds in that case. A degenerate band edge needs a matrix treatment. If exchange or Bloch-overlap factors make the interaction depend on Q, its derivatives with respect to Q add to w and c where that dependence is smooth, and even parabolic bands no longer guarantee M = m_e + m_h. Long-range exchange need not be smooth at Q = 0, and then the expansion in powers of Q, and with it the definition of M used here, can fail. The numerical check obtains the masses from the curvature of E(Q), by diagonalization at finite Q, and compares them with the formulas above.

Calculated quantities

```
lattice constant = 0.50 nm; te = 0.5 eV; th = 0.25 eV
band masses: me = 0.3048, mh = 0.6096, sum = 0.9144 m_e
Parabolic bands, same masses, Gaussian well of width 3a:
 depth 0.3 eV: Eb = 0.2039 eV, M/(me+mh) = 1.000000
 depth 1.0 eV: Eb = 0.8116 eV, M/(me+mh) = 1.000000
Cosine bands, on-site attraction U:
 U(eV)  Eb(eV)  <cos ka>  M(m_e)  M/(me+mh)  width(eV)  8*te*th/U(eV)
  0.5   0.0811   0.9487   0.9639    1.0541    0.8740    2.0000
  1.0   0.3028   0.8321   1.0990    1.2019    0.6847    1.0000
  2.0   1.0000   0.6000   1.5240    1.6667    0.4384    0.5000
  4.0   2.7720   0.3511   2.6042    2.8480    0.2409    0.2500
Cosine bands, attraction strength/(1+|r|/a):
 strength 0.5 eV: M/(me+mh) = 1.0449
 strength 1.0 eV: M/(me+mh) = 1.1068
 strength 2.0 eV: M/(me+mh) = 1.2720
 strength 4.0 eV: M/(me+mh) = 1.7313
Electron hoppings [0.5, 0.1] eV, hole hopping 0.25 eV, U = 2.0 eV:
 Eb = 0.8686 eV
 band masses: me = 0.1693, mh = 0.6096, sum = 0.7789 m_e
 averaged masses: electron 0.3150, hole 0.9357, sum = 1.2506 m_e
 M from E(Q) = 1.2640 m_e; M/(me+mh) = 1.6228
 alpha   curvature part  second-order part  1/M   (all in 1/m_e)
 0.0000     1.06877         0.27764       0.79113
 0.2174     0.80464         0.01351       0.79113
 0.2518     0.79961         0.00848       0.79113
 0.5000     1.06096         0.26983       0.79113
 1.0000     3.17507         2.38394       0.79113
Same bands, shallow Gaussian well of width 8a:
 depth = 0.15625 eV, <(ka)^2> = 0.01345
 M/(me+mh)-1: from E(Q) 0.008710, quartic formula 0.008677
Equal bands, hoppings [0.4, -0.05] eV, Gaussian well of width a:
 depth  0.2 eV: Eb = 0.0689 eV, M/(me+mh) = 0.9399
 depth  0.5 eV: Eb = 0.2509 eV, M/(me+mh) = 0.8900
 depth  1.0 eV: Eb = 0.6126 eV, M/(me+mh) = 0.8612
 depth  5.0 eV: Eb = 4.1069 eV, M/(me+mh) = 1.0431
 depth 20.0 eV: Eb = 18.7576 eV, M/(me+mh) = 2.6426
```
